# Population Inversion in a Three-Level Quantum Cascade, part 2

In a quantum cascade stage, electrons enter an upper subband 3, drop to a lower subband 2 and leave through subband 1. When does level 3 hold more electrons than level 2?

The densities per unit area are $n_3$, $n_2$, $n_1$. The current density $J$ injects the flux $F=J/e$, where $e$ is the elementary charge. The rate constants per electron are $1/\tau_{32}$ for 3→2 and $1/\tau_{31}$ for 3→1; the totals for leaving levels 3 and 2 without light are $1/\tau_3$ and $1/\tau_2$. Light adds the net downward flux $W(n_3-n_2)$, with $W\ge0$; "dark" means $W=0$.

The ideal model assumes injection into level 3 alone, no return from below, and rate constants independent of the densities. Its steady state has $n_3>n_2$ if and only if $\tau_2<\tau_{32}$, with or without light. In the dark, $n_2/n_3=\tau_2/\tau_{32}$ and

$$n_3-n_2=F\tau_3\left(1-\frac{\tau_2}{\tau_{32}}\right),\qquad
\tau_s=\tau_3\left(1-\frac{\tau_2}{\tau_{32}}\right)+\tau_2 . \tag{12}$$

With light, the laser formula is

$$n_3-n_2=\frac{F\tau_3(1-\tau_2/\tau_{32})}{1+W\tau_s}. \tag{11}$$

Optical transitions practically conserve the in-plane wavevector $k$. Net emission at $k$ is proportional to $f_3(k)-f_2(k)$, the difference of the occupations in subbands 3 and 2. For equal masses, and a matrix element and linewidth independent of $k$, the total is proportional to $n_3-n_2$.

The example has $J=2$ kA/cm², $\tau_{32}=2$ ps, $\tau_{31}=3$ ps, $\tau_3=1.2$ ps, $\tau_2=0.3$ ps and no escape. With densities in units of $10^{10}$ cm$^{-2}$, $F=1.248$ per ps, $n_3=1.498$, $n_2=0.225$, the ideal dark inversion is $1.273$, and $\tau_s=1.32$ ps. In the table at the end, "Snapshot" lines come from counting simulated random electron histories, and "Switch-on" means starting the current in the dark with levels 3 and 2 empty.

The assumptions are now tested, beginning with the injector: tunnelling will put some electrons straight into level 2.

**A:** Allow an extra feed $G_2\ge0$ into level 2 from any source. Its balance becomes

$$n_3\left(\frac1{\tau_{32}}+W\right)+G_2=n_2\left(\frac1{\tau_2}+W\right). \tag{14}$$

Suppose there is an inversion, $n_3>n_2$. Dropping $G_2$ can only lower the left side, so

$$n_2\left(\frac1{\tau_2}+W\right)\ge n_3\left(\frac1{\tau_{32}}+W\right)>n_2\left(\frac1{\tau_{32}}+W\right).$$

Here $n_2$ is positive, since level 2 is being fed. Dividing by it and cancelling $W$ gives $1/\tau_2>1/\tau_{32}$. The condition therefore remains necessary. It is no longer sufficient, because a large $G_2$ can fill level 2 however quickly it empties.

**Q:** How large may the leak be?

**A:** Let a fraction $\eta$ of the injected flux enter level 3 and the rest enter level 2. In the dark,

$$n_3=\eta F\tau_3,\qquad
n_2=\tau_2\left[\frac{\eta F\tau_3}{\tau_{32}}+(1-\eta)F\right].$$

Subtract, and collect the terms with $\eta\tau_3$:

$$n_3-n_2=F\left[\eta\tau_3\left(1-\frac{\tau_2}{\tau_{32}}\right)-(1-\eta)\tau_2\right]. \tag{15}$$

For $\tau_2<\tau_{32}$ this is positive if

$$\eta>\eta_c=\frac{\tau_2}{\tau_2+\tau_3(1-\tau_2/\tau_{32})}=\frac{\tau_2}{\tau_s}. \tag{16}$$

In the example $\eta_c=0.3/1.32=0.227$. With $\eta=0.9$ the inversion is $1.248\,(0.9\times1.02-0.1\times0.3)=1.108$, which is 13% below the ideal value.

**Q:** Why does the time $\tau_s$ from the laser formula appear here?

**A:** Because both processes divert flux from level 3 to level 2. Write $\eta=1-(1-\eta)$ in (15). The result is

$$n_3-n_2=F\tau_3\left(1-\frac{\tau_2}{\tau_{32}}\right)-(1-\eta)F\,\tau_s .$$

Each unit of diverted flux lowers the difference by $\tau_s$. Light diverts the flux $W(n_3-n_2)$, and a poor injector diverts $(1-\eta)F$. The difference is that the flux diverted by light vanishes together with the inversion, so light cannot reverse the sign. The leak has no such brake.

**Q:** You also forbade electrons to climb. At room temperature they do.

**A:** Begin with the climb from 2 back to 3. It is one more exit from level 2, so it belongs in $1/\tau_2$, and equation (14) covers it. The phrase "emptying of level 2" then includes this exit. In thermal equilibrium each transition must be balanced by its reverse, so an upward rate constant equals the downward one times $e^{-E/k_BT}$, where $E$ is the level spacing. This holds for subbands of equal mass, at low filling and at a common temperature $T$. The example has $E_{32}=150$ meV, corresponding to a wavelength of 8.3 µm. With $k_BT\approx26$ meV at 300 K the factor is about $0.003$, and this climb hardly matters.

The proof with extra feed and return was tested on a further 3000 random cases, with $\tau_{32}$, $\tau_{31}$ and separate times for 2→1 and 2→3 between 0.1 and 10 ps. The extra feed reached up to twice the injection into level 3, and $W$ up to 2 ps$^{-1}$. Every inverted case had $\tau_2<\tau_{32}$. In 597 cases $\tau_2<\tau_{32}$ held and there was still no inversion.

**Q:** The climb from 1 to 2 is shorter.

**A:** It is the more serious one. Take $E_{21}=35$ meV and let level 1 empty into the next injector in $\tau_1=0.3$ ps. Place level 1 at $D_1=115$ meV above that injector, which holds $n_{\rm inj}=10$, that is $10^{11}$ cm$^{-2}$. If the injector is treated as a single subband of the same mass at low filling, detailed balance gives a flux $n_{\rm inj}e^{-D_1/k_BT}/\tau_1$ from the injector back into level 1. A real injector has several subbands. Spreading the same electrons over four subbands within 75 meV lowers this return by about 40% at 300 K and by nearly half at 400 K. If no electron escapes elsewhere, everything that enters the three levels must leave through level 1:

$$\frac{n_1}{\tau_1}=F+\frac{n_{\rm inj}e^{-D_1/k_BT}}{\tau_1}
\;\Longrightarrow\; n_1=F\tau_1+n_{\rm inj}e^{-D_1/k_BT}. \tag{17}$$

At 300 K this is $0.374+0.117=0.49$. From now on let $\tau_{21}$ denote the time for the downward step 2→1 alone. Level 2 receives the flux $n_1e^{-E_{21}/k_BT}/\tau_{21}$ from below. Neglecting the weak climb to level 3, its dark balance multiplied by $\tau_{21}$ reads

$$n_2\approx n_3\frac{\tau_{21}}{\tau_{32}}+n_1e^{-E_{21}/k_BT}. \tag{18}$$

The Boltzmann factor is $0.258$, so $n_2\approx0.225+0.127=0.352$. The full set of balances with all upward steps gives the same $n_2$ to this accuracy and an inversion of $1.147$, a loss of 10% relative to the ideal value.

**Q:** So the next injector spills back into the laser.

**A:** That is the smaller part at 300 K. Of the $0.49$ in level 1, $0.374$ is put there by the current itself, because each electron waits $0.3$ ps before leaving. Level 1 did not enter the ideal condition, since nothing could return from it. Once electrons can climb, its emptying time matters too.

Setting $n_2=n_3$ in (18) gives the new limit,

$$\tau_{21}<\tau_{32}\left(1-\frac{n_1e^{-E_{21}/k_BT}}{n_3}\right). \tag{19}$$

With the values above this is $2\,(1-0.127/1.499)=1.83$ ps. The full balances, with the other parameters fixed, give 1.84 ps in place of 2 ps.

**Q:** And when the device runs hot?

**A:** At 400 K the Boltzmann factors grow, and the phonon-assisted transitions quicken. Emission of a phonon is stimulated by the phonons already present. Its rate is proportional to $1+N$, where $N=1/(e^{\hbar\omega/k_BT}-1)$ and $\hbar\omega\approx34$ meV is the rough energy of the longitudinal optical phonon. From 300 to 400 K the rate is multiplied by $1.167$. As a simplification, I apply this multiplier to the steps 3→2, 3→1 and 2→1 and keep $\tau_1$ fixed. The ratio $\tau_{21}/\tau_{32}$ is then unchanged by construction. Downward steps that absorb a phonon are left out. Their rate is proportional to $N$, which grows faster with temperature, and their share differs from step to step. In a real device the ratio can therefore shift, and the 400 K figures are estimates. Polar-phonon rates in a simple model well, with absorption included, give multipliers of about 1.22 to 1.24 for the steps from level 3 and 1.14 to 1.20 for 2→1. They lower the 400 K inversion given below from 0.83 to about 0.77, and the limit on $\tau_{21}$ from 1.61 to about 1.5 ps.

The full balances give $n_3=1.289$, $n_2=0.457$ and $n_1=0.730$. The inversion is $0.832$, which is 35% below the ideal value. The shorter lifetimes alone would leave $\tau_{21}/\tau_{32}$ unchanged and divide the ideal inversion by $1.167$, a loss of $0.18$. The remaining loss of $0.26$ comes from the backfilling. The limit on $\tau_{21}$, expressed through its 300 K value, falls to 1.61 ps.

**Q:** Hot electrons can also leave level 3 over the top of the barrier.

**A:** As a rough estimate, let the barrier top lie 200 meV above level 3, and let an electron there be captured in 0.1 ps. If the states at the barrier top are counted as one subband of the same mass, detailed balance gives an escape time of $0.1\,e^{200/k_BT}$ ps with $k_BT$ in meV, or about 230 ps at 300 K. This shortens $\tau_3$ and reduces the inversion by $0.5\%$. The ratio $n_2/n_3$ is untouched. The estimate depends exponentially on the barrier height and on the electron temperature. For electrons at 500 K the same formula gives 10 ps and a loss of 10%. The continuum above the barrier also offers more states than one subband, which can shorten the time several-fold. A lower barrier or hot electrons could therefore make this loss important.

**Q:** You promised to return to unequal masses.

**A:** Here the total density ceases to be the whole story. At one temperature, a subband of mass $m$ has a constant density of states, and its density is

$$n=N_m\int_0^\infty\frac{dx}{1+e^{x-\mu}}=N_m\ln(1+e^{\mu}),\qquad N_m=\frac{m\,k_BT}{\pi\hbar^2},$$

where $x$ is the kinetic energy and $\mu$ the chemical potential measured from the subband bottom, both in units of $k_BT$. The occupation of the bottom is

$$f(0)=\frac1{1+e^{-\mu}}=1-\frac1{1+e^{\mu}}=1-e^{-n/N_m}. \tag{20}$$

It increases with $n/N_m$, that is with $n/m$. Net emission at $k=0$ therefore requires $n_3/m_3>n_2/m_2$. In the ideal dark model $n_2/n_3=\tau_2/\tau_{32}$, and the condition becomes

$$\frac{\tau_2}{\tau_{32}}<\frac{m_2}{m_3}. \tag{21}$$

With the illustrative values $m_2=0.050$ and $m_3=0.060$ electron masses the limit is 1.67 ps instead of 2 ps. A two-band estimate for GaInAs at such level energies gives $m_2/m_3$ nearer 0.78 and a limit of 1.5 to 1.6 ps.

**Q:** Then between 1.67 and 2 ps there is an inversion of densities but absorption at the subband bottom?

**A:** Yes, for the states near $k=0$ taken alone. The heavier upper subband spreads its electrons to larger $k$, and there $f_3$ exceeds $f_2$. At low filling the ratio is

$$\frac{f_3(k)}{f_2(k)}=\frac{n_3m_2}{n_2m_3}\exp\left[\frac{\hbar^2k^2}{2k_BT}\left(\frac1{m_2}-\frac1{m_3}\right)\right],$$

which grows with $k$ when $m_3>m_2$. By the same formula, states at large enough $k$ can emit even when $n_3<n_2$. The theorem concerns total densities; for unequal masses it does not decide the gain at every photon energy. At a kinetic energy $k_BT$ in the lower subband the transition energy is lower than at $k=0$ by $k_BT(1-m_2/m_3)=4.3$ meV. How far these contributions can be told apart depends on the linewidth. For $\tau_2=1.8$ ps a Lorentzian line about 2 meV wide leaves a weak absorption in the spectrum, while a line 10 meV wide washes it out. For $\tau_2=3$ ps a line 10 meV wide leaves no gain.

**Q:** Are constant rates and sharp levels defensible here?

**A:** The bottom of level 3 is 2.3% filled and that of level 2 is 0.4% filled at 300 K in the ideal case, so blocking by occupied states is weak in both. The injector is 17% filled at its bottom, which makes its treatment by simple Boltzmann factors less accurate. The lifetime of level 2 implies an energy width $\hbar/\tau_2=2.2$ meV, small compared with both level spacings. Scattering within a subband and rough interfaces broaden the levels further, so this is only part of the linewidth. Treating the levels as separate requires that the full width, too, be small compared with the spacings. The model does not describe tunnelling from the injector, and for that reason $F$ and $\eta$ are inputs here, not results.

**Q:** Put the model beside a real laser.

**A:** In room-temperature mid-infrared GaInAs/AlInAs lasers, upper-level lifetimes of the order of a picosecond, lower-level lifetimes of a few tenths of a picosecond and current densities of a few kA/cm² are typical, so the inputs are not unusual. Level 1 lies about one optical phonon energy below level 2 here, so that level 2 can empty by emitting a phonon. Real devices break the assumptions of perfect injection and of no return. With a 10% leak, backfilling and escape together, the inversion falls from $1.27$ to $0.98$ at 300 K, a loss of 23%. At 400 K it falls to $0.66$, a loss of 48%. The leak is an assumed figure. The electrons are also taken to be at the lattice temperature, whereas under current they can be hotter, which would strengthen the backfilling. These are estimates within a rate model, not measured densities.

**Q:** If I design for $\tau_2<\tau_{32}$, do I have a laser?

**A:** Not yet. You have met a requirement for a steady-state inversion $n_3>n_2$ that imperfect injection and backfilling do not remove, provided that $1/\tau_2$ counts every exit from level 2. Under the ideal conditions of the first half it is also sufficient, but an extra feed into level 2 can spoil the inversion. With unequal masses, some photon energies can show gain even without $n_3>n_2$, if the line is narrow enough and $n_2$ does not exceed $n_3$ by much. For a laser the gain must also exceed the optical losses, which for equal masses and transitions that conserve $k$ sets a minimum size for $n_3-n_2$ and not merely its sign. Transitions assisted by scattering do not conserve $k$. They can give a weak gain below the line centre even for equal masses and $n_3\le n_2$, known as Bloch gain, which this model leaves out. Equation (12) shows what helps at fixed current: a long $\tau_3$ and a small $\tau_2/\tau_{32}$. In the ideal dark model, shortening $\tau_2$ further can raise the inversion of the example by at most 18%, because the factor $1-\tau_2/\tau_{32}$ is already $0.85$ and cannot exceed one. The numerical output below lists the computed values. In its backfilling lines, t2 stands for the time $\tau_{21}$ of the downward step alone.

## Table of computed values

```
Inputs: J = 2.0 kA/cm2, t32 = 2.0 ps, t31 = 3.0 ps
Inputs: t2 = 0.3 ps, t1 = 0.3 ps
Inputs: E32 = 150 meV, E21 = 35 meV
Level 1 above next injector = 115 meV
Injector density = 10.0 1e10 cm^-2
Phonon energy = 34 meV; m2 = 0.050, m3 = 0.060 m_e
Wavelength = 8.27 um
Injected flux F = 1.2483 1e10 cm^-2/ps
Lifetime t3 = 1.200 ps; t2/t32 = 0.150
Ideal n3 = 1.4980, n2 = 0.2247, n1 = 0.3745 1e10 cm^-2
Ideal inversion = 1.2733 1e10 cm^-2 = 1.273e+10 cm^-2
Flux 3->2 = 0.7490, flux out of 2 = 0.7490 1e10 cm^-2/ps
t2 = 0.3 ps: n2 = 0.2247, n3-n2 = 1.2733 1e10 cm^-2
t2 = 1.0 ps: n2 = 0.7490, n3-n2 = 0.7490 1e10 cm^-2
t2 = 2.0 ps: n2 = 1.4980, n3-n2 = 0.0000 1e10 cm^-2
t2 = 3.0 ps: n2 = 2.2469, n3-n2 = -0.7490 1e10 cm^-2
Snapshot t2 = 0.3 ps: n2/n3 = 0.1503 +- 0.0017
Snapshot t2 = 3.0 ps: n2/n3 = 1.5076 +- 0.0080
Light W = 0.5 /ps: n3 = 1.0377, n2 = 0.2707 1e10 cm^-2
Light: inversion = 0.7670 1e10 cm^-2, ts = 1.320 ps
Switch-on, t2 = 3.0 ps: inversion ends at 4.574 ps
Random trials per test = 3000
Trials with t2 < t32 but no inversion (extra feed): 597
Smallest injected fraction for inversion = 0.2273
Fraction 0.90: inversion = 1.1085 1e10 cm^-2
Backfilling 300 K: n3 = 1.4988, n2 = 0.3516, n1 = 0.4915 1e10 cm^-2
  inversion = 1.1472 1e10 cm^-2, change = -9.9 %
  limit on t2 (300 K value) = 1.836 ps
Backfilling 400 K: n3 = 1.2889, n2 = 0.4570, n1 = 0.7302 1e10 cm^-2
  inversion = 0.8319 1e10 cm^-2, change = -34.7 %
  limit on t2 (300 K value) = 1.612 ps
Phonon rate factor 400 K / 300 K = 1.167
Escape inputs: barrier 200 meV, capture 0.1 ps
Escape time at 300 K = 229 ps
Escape: inversion change = -0.52 %
Backfilling+leak+escape 300 K: inversion = 0.9769 1e10 cm^-2
  change from ideal = -23.3 %
Backfilling+leak+escape 400 K: inversion = 0.6647 1e10 cm^-2
  change from ideal = -47.8 %
Bottom filling at 300 K: level 3 0.0229, level 2 0.0042
Bottom filling at 300 K: injector 0.169 (mass m2)
Unequal masses: limit on t2 at subband bottom = 1.667 ps
Transition shift at kinetic energy kT = 4.31 meV
Lifetime broadening hbar/t2 = 2.19 meV
```
